Spreading Resistance of an Equipotential Disk on a Uniform Half-Space

Two solid gold contacts, each 500 µm in size, touch through one circular spot of radius 2 µm. With a resistivity of 2.2 µΩ cm, the model below gives the joint a resistance of 5.5 mΩ. If the contacts are compact bodies, about 500 µm in every dimension, enlarging them without limit would change this by only about 1 % or less, depending on their shape and on where the current is collected, whereas halving the spot radius would double it. Why does the smallest length govern the resistance, and why does the radius enter as 1/a rather than as the inverse area 1/a²?

**The boundary-value problem**

Consider one side first. A uniform, isotropic, ohmic conductor of resistivity ρ fills z > 0. A disk of radius a on its surface is held at potential V0, the rest of the surface is insulating, and the potential vanishes at infinity. Let r be the distance from the z axis and s = √(r² + z²) the distance from the disk centre. Current is counted positive when it enters the conductor.

Ohm's law is J = −(1/ρ)∇V. In a steady state ∇·J = 0, and since ρ is uniform,

∇²V = 0 for z > 0. (1)

The boundary conditions are

V = V0 at z = 0, r < a;
∂V/∂z = 0 at z = 0, r > a;
V → 0 as s → ∞. (2)

We also require finite dissipation in the conductor. These conditions fix V. Let w be the difference of two solutions. Because ∇²w = 0, the divergence theorem gives

∫ |∇w|² dτ = ∮ w (∂w/∂n) dA. (3)

On the disk w = 0, and on the insulating surface ∂w/∂n = 0. Far away, reflection in the insulating plane continues w to a decaying harmonic function outside a sphere, so w falls at least as 1/s and its gradient as 1/s². The far area grows as s², and that contribution vanishes as 1/s.

The rim needs separate care. At a small distance δ from it the problem is locally two-dimensional, and the mixed conditions allow powers δ^p with p half an odd integer. The dissipation integral behaves as ∫ δ^(2p−2) δ dδ, which is finite only for p > 0, hence p ≥ 1/2. The flux term from a small tube around the rim then scales as δ^(2p) and vanishes. Thus ∇w = 0 everywhere, and w = 0 because it vanishes on the disk.

**Coordinates that fit the disk**

Introduce oblate spheroidal coordinates

r = a coshξ sinθ, z = a sinhξ cosθ, (4)

with ξ ≥ 0 and 0 ≤ θ ≤ π/2. At ξ = 0 we have z = 0 and r = a sinθ, which is the disk. At θ = π/2 we have z = 0 and r = a coshξ ≥ a, which is the insulating surface. Each part of the boundary is now a coordinate surface.

The derivatives of (4) are

∂r/∂ξ = a sinhξ sinθ, ∂z/∂ξ = a coshξ cosθ,
∂r/∂θ = a coshξ cosθ, ∂z/∂θ = −a sinhξ sinθ.

The two tangent vectors are orthogonal, since the terms of their scalar product cancel. Their squared lengths are both

h² = a²(sinh²ξ sin²θ + cosh²ξ cos²θ)
= a²(sinh²ξ + cos²θ), (5)

where cosh²ξ = 1 + sinh²ξ was used. The scale factor for the azimuth φ is h_φ = r = a coshξ sinθ.

Try a potential that depends on ξ alone. Its gradient is (1/h)dV/dξ, and a surface element at constant ξ has area h h_φ dθ dφ. In their product h cancels. Dividing the net outward flux of the gradient from a small cell by its volume h² h_φ dξ dθ dφ gives

∇²V = [1/(h² coshξ)] d/dξ(coshξ dV/dξ). (6)

Equation (1) therefore becomes

d/dξ(coshξ dV/dξ) = 0. (7)

One integration gives coshξ dV/dξ = −C. Since

d/dξ arctan(sinhξ) = coshξ/(1 + sinh²ξ) = 1/coshξ,

the second gives V = B − C arctan(sinhξ). At ξ = 0, B = V0. As ξ → ∞ the arctangent tends to π/2, so 0 = V0 − πC/2 and C = 2V0/π. Hence

V = V0[1 − (2/π) arctan(sinhξ)]. (8)

The normal derivative on the insulating surface is proportional to ∂V/∂θ, which is zero. All conditions in (2) hold, and the trial form is the unique solution once its dissipation is seen to be finite, as confirmed below from the current.

To use (8) at a given point, put u = sinh²ξ. Eliminating θ from (4) gives

r²/[a²(1 + u)] + z²/(a²u) = 1.

Multiplication by a²u(1 + u) yields a²u² + (a² − s²)u − z² = 0. The product of the roots is not positive, so the nonnegative root is

u = {s² − a² + √[(s² − a²)² + 4a²z²]}/(2a²). (9)

**Current and resistance**

The outward current density through a spheroid is J_ξ = −(1/ρh)dV/dξ. The total current is

I = ∫₀^2π dφ ∫₀^(π/2) dθ J_ξ h h_φ
= −(2πa/ρ) coshξ (dV/dξ) ∫₀^(π/2) sinθ dθ. (10)

The angular integral is 1. With coshξ dV/dξ = −2V0/π,

I = 4aV0/ρ, (11)

R = V0/I = ρ/(4a). (12)

The current is the same through every spheroid, as conservation requires. It is finite, and so is the dissipated power V0I. A numerical flux integral of the gradient of (8), taken over a hemisphere of radius 2a, gives ρI/(aV0) = 4.000000.

The 1/a law follows from dimensions: the half-space has no length other than a, so R must be ρ/a times a number. Solving Laplace's equation supplies the number 1/4. A uniform cylinder of length ℓ and radius a has resistance ρℓ/(πa²), which equals (12) when ℓ = πa/4. The inverse area is still present, but the effective length of the constriction shrinks in proportion to its radius.

**Where the current enters**

On the disk ξ = 0, equation (5) gives h = a cosθ = √(a² − r²), and (8) gives dV/dξ = −2V0/π. The normal current density is therefore

J(r) = 2V0/[πρ√(a² − r²)]
= I/[2πa√(a² − r²)]. (13)

The second form uses V0 = ρI/(4a). At the centre J = I/(2πa²), half the mean density I/(πa²). Toward the rim it diverges as the inverse square root of the distance, because current leaving near the edge can spread sideways as well as into the depth of the conductor. This is the case p = 1/2 allowed above: J² grows as 1/δ, while the volume element contributes δ dδ, so the local dissipation is finite.

The fraction of current entering inside radius r is

F(r) = (1/a)∫₀^r r′ dr′/√(a² − r′²)
= 1 − √(1 − r²/a²). (14)

The inner disk r < a/2 has a quarter of the area but carries 13.4 % of the current. Half the current enters outside r = 0.866a.

These results were tested without using the potential (8). The disk was divided into rings with unknown uniform current densities, and the summed potential was set to V0 at one point in each ring. The ring edges were spaced evenly in arcsin(r/a), with the points halfway between them in the same variable. For 75, 150 and 300 rings, Ra/ρ was 0.250000 to six decimals. With 300 rings, the largest deviation from (14) at the ring edges was 5.5 × 10⁻⁴ of the total current. With this spacing the total is much more accurate than its distribution. The six-decimal agreement depends on the spacing: 300 rings of equal width, with the points at their midpoints, give 0.2501.

**Near and far potential**

On the axis θ = 0 and sinhξ = z/a, so

V(0,z)/V0 = 1 − (2/π) arctan(z/a). (15)

Half the voltage is lost by z = a and 93.65 % by z = 10a. This is why the surroundings of the spot govern the resistance.

For the opposite limit, use arctan x = π/2 − arctan(1/x) in (8):

V = (2V0/π) arctan(1/sinhξ). (16)

When s ≫ a, sinhξ ≈ s/a and the arctangent is nearly its argument. With V0 = ρI/(4a),

V ≈ 2aV0/(πs) = ρI/(2πs). (17)

This is the potential of a point source sending its current through hemispheres of area 2πs². The disk radius has disappeared at fixed current.

Suppose the current is collected on a distant equipotential of radius b. The voltage beyond it is removed, and (17) gives

R_b ≈ ρ/(4a) − ρ/(2πb), b ≫ a. (18)

The correction depends on this collecting geometry. A long, narrow body adds its own series resistance instead. In a film of thickness t ≪ s, the radial current density is I/(2πst), so the voltage between radii s₁ and s₂ is [ρI/(2πt)] ln(s₂/s₁). It grows without limit with s₂, and (12) cannot be used for such a film.

**Uniform injection for comparison**

The equipotential condition affects the coefficient. Suppose instead that the same total current I enters with uniform density I/(πa²). The disk potential is then not constant, so define resistance as dissipated power divided by I². By superposition of the point sources in (17),

R_u = (ρ/2π)[1/(πa²)]² W, W = ∬ dA dA′/d, (19)

where d is the distance between two points of the disk.

To find W, build the disk from rings. From a point on the rim of a disk of radius b, a chord at angle α to the diameter has length 2b cosα. In polar coordinates about that point the area element is d dd dα, so the factor d cancels 1/d:

∫ dA/d = ∫ from −π/2 to π/2 of 2b cosα dα = 4b. (20)

Adding a ring of area 2πb db creates pairs with the existing disk, each counted twice in W. Thus dW = 2(4b)(2πb db), and W = 16πa³/3. Substitution in (19) gives

R_u = 8ρ/(3π²a) = 0.2702 ρ/a, (21)

which is 8.1 % above (12) at the same radius and resistivity.

The sign of the difference is general. Let J₀ be the equipotential solution and J₀ + j another conserved current distribution with the same I, the same insulating surface and the same 1/s² decay. The cross term in the dissipation is

2ρ∫ J₀·j dτ = −2∫ ∇V·j dτ = −2∮ V j·n dA = 0. (22)

On the disk V is constant and j carries no net current; on the insulator j·n = 0; far away the integral vanishes as 1/s. What remains is the positive term ρ∫j² dτ. The equipotential disk therefore has the least dissipation at fixed total current.

**Two half-spaces in contact**

Now join two identical half-spaces through the disk and apply a total voltage U. Let Φ be the potential, with distant values ±U/2. Reflection in z = 0 followed by a change of sign leaves the problem unchanged. By uniqueness Φ(r,−z) = −Φ(r,z), so Φ = 0 on the spot. Each side has an equipotential disk and a voltage drop U/2. The same current passes through both, and their resistances add:

R_joint = 2 × ρ/(4a) = ρ/(2a). (23)

For a metal pad on a semiconductor, only the semiconductor side may matter, and then (12) applies. The pad must be nearly equipotential and the interface resistance small. If ρ_c is the resistance of a unit area of interface, comparing ρ_c/(πa²) with ρ/(4a) gives the condition ρ_c ≪ πρa/4. The ratio of the two understates the added resistance, because the current through the interface is not uniform: at ρ_c equal to one tenth of πρa/4 the increase is 13 %, not 10 %. The semiconductor must also be ohmic and uniform over many radii.

**The gold joint**

For a = 2 µm = 2 × 10⁻⁴ cm, equation (12) gives for each side

R = (2.2 × 10⁻⁶ Ω cm)/(8 × 10⁻⁴ cm) = 2.75 mΩ,

and the joint has 5.50 mΩ, or 0.0055 Ω. At 100 mA its voltage is 0.100 A × 5.50 mΩ = 0.550 mV. The mean current density in the spot is 8.0 × 10⁵ A/cm², and the central value is 4.0 × 10⁵ A/cm².

*Ballistic transport.* Ohm's law requires a spot much larger than the electron mean free path l. In the free-electron model 1/ρ = ne²τ/m, l = v_Fτ and mv_F = ħk_F, so

l = ħk_F/(ne²ρ), k_F = (3π²n)^(1/3). (24)

Four atoms per cube of edge 0.408 nm, with one conduction electron each, give n = 5.89 × 10²² cm⁻³, k_F = 12.0 nm⁻¹ and l = 38 nm. Thus l/a = 0.019.

If electrons crossed the spot without collisions, a voltage U would leave an energy window eU of uncompensated carriers. Counting both spins, their current density is

J = [2e²U/(2π)³](k_F²/ħ) ∫ cosϑ dΩ = e²k_F²U/(4π²ħ), (25)

because the integral over the forward hemisphere is π. From n = k_F³/(3π²) and (24), ħ/(e²k_F²) = ρl/(3π²). The ballistic, or Sharvin, resistance is therefore

R_S = U/(πa²J) = 4πħ/(e²k_F²a²) = 4ρl/(3πa²). (26)

Here it is 0.089 mΩ, or 1.6 % of the joint resistance. Simply adding it to (23) is only an interpolation. Solutions of the Boltzmann equation, not derived here, put the added resistance at about 0.7 to 0.85 of R_S for l/a between 0.25 and 1. The 1.6 % therefore sets the scale of the correction and probably overstates it. The ratio R_S/R_joint = 8l/(3πa) shows that the ohmic result fails when a approaches l. The divergence in (13) is likewise unreliable within about l of the rim.

*Finite contact size.* Taking 500 µm as the collecting radius b on each side, (18) lowers the joint resistance by ρ/(πb) = 0.014 mΩ, or 0.25 %. Another shape can reverse the sign: if each contact is a cylinder 500 µm in both diameter and length, with the current collected over its far end, the series resistance of the two bodies adds 2.0 % of (23), while confinement by the side walls lowers the constriction part by about 1.1 %. The joint resistance is then 0.9 % above (23). Slender or flat contacts depart further: a cylinder 300 µm in diameter and 500 µm long raises the result by 3.8 %, and a disc 500 µm in diameter and 50 µm thick, with the current collected at its side wall, raises it by 2.0 %.

*Self-heating.* Assume the Wiedemann–Franz law, with thermal conductivity LT/ρ, constant ρ, and heat leaving only through the metal. The heat balance is L∇·(T∇T) + |∇Φ|² = 0. Since ∇²Φ = 0, we have ∇²(Φ²) = 2|∇Φ|², and hence

∇²(LT² + Φ²) = 0. (27)

The bracket has the same value at both distant ends and no normal derivative on the insulating surfaces, so it is constant. At the spot Φ = 0, giving

T_max² = T0² + U²/(4L). (28)

With L = 2.44 × 10⁻⁸ V²/K² and T0 = 300 K, the rise is 5.2 mK, small enough to justify constant ρ.

*Surface film.* Gold forms no ordinary oxide film, but contamination can add resistance. The metal dissipates at least I²ρ/(2a), by the minimum property above. At fixed current the film dissipates least when its current density is uniform, so it dissipates at least I²ρ_c/(πa²). The added resistance is therefore at least ρ_c/(πa²). This lower bound reaches 10 % of the joint resistance at ρ_c = 6.9 × 10⁻¹¹ Ω cm². A smaller ρ_c is necessary, but not by itself sufficient, to keep the increase below 10 %.

**Comparison with a real contact**

The inputs are rough typical values for a small-signal relay with solid gold contacts, and 5.5 mΩ describes the constriction alone, without leads or springs. Temperature moves the number appreciably: if gold's resistivity is taken as roughly proportional to T, the joint has 6.6 mΩ at 358 K, 19 % more than at 300 K. The single circular spot is the assumption a rough contact is most likely to break. If N equal, widely separated spots share the same total area, each has radius a/√N and resistance √N R_joint; in parallel they give R_joint/√N. Four such spots would halve the result to 2.75 mΩ. Closer spots raise one another's potential through (17) and give a smaller reduction. Thin gold plating also departs from the model, since (15) leaves 6 % of the drop beyond an axial depth of 20 µm and half of it beyond 2 µm.

Computed results

```
DIMENSIONLESS RESULTS
Flux through hemisphere, rho I/(a V0): 4.000000
Ring solution R a/rho, 75 rings: 0.250000
Ring solution R a/rho, 150 rings: 0.250000
Ring solution R a/rho, 300 rings: 0.250000
Shift of R a/rho, last two ring counts: -4.07e-09
Largest error of enclosed current fraction: 5.49e-04
Uniform injection R a/rho: 0.270190
Uniform excess over equipotential: 8.08 %
Current fraction inside r = a/2: 0.1340
Radius enclosing half the current: 0.8660 a
Fraction of drop within axial depth 1 a: 0.5000
Fraction of drop within axial depth 10 a: 0.9365
GOLD INPUTS (rough typical values)
Resistivity: 2.20 microohm cm
Spot radius: 2.00 um
Contact size: 500 um
Current: 100 mA
Temperature: 300 K
Cubic lattice parameter: 0.408 nm
GOLD RESULTS
One-side resistance: 2.750 mohm
Joint resistance: 5.500 mohm
Joint resistance, converted: 0.00550 ohm
Joint voltage: 0.550 mV
Mean current density: 7.958e+05 A/cm2
Central current density: 3.979e+05 A/cm2
NEGLECTED EFFECTS
Electron density: 5.890e+22 cm^-3
Fermi wave number: 12.04 nm^-1
Mean free path: 38.2 nm
Mean free path / spot radius: 0.0191
Ballistic resistance: 0.0891 mohm
Ballistic / joint resistance: 1.62 %
Finite-size reduction: 0.0140 mohm
Finite-size / joint resistance: 0.255 %
Lorenz number: 2.443e-08 V2/K2
Self-heating at spot: 5.16 mK
Hot operating temperature: 358 K
Joint resistance when hot: 6.56 mohm
Rise when hot: 19.3 %
Film rho_c for a 10 % lower bound: 6.91e-11 ohm cm2
```
